\section*{Energy parameters, total-energy minimization and missing core orthogonality in LAPW}

\section*{Question}

I use the linearized augmented plane wave (LAPW) method. Inside each atomic sphere the basis is built from a radial solution $u_l(r;E_l)$ and its energy derivative $\dot u_l$, both taken at an energy parameter $E_l$ that I must supply. A better basis gives a lower variational energy, so I planned to treat $E_l$ like the exponent of a Gaussian orbital and minimize the total energy with respect to it.

My atom has a semicore shell with the same $l$ as the valence band. The semicore electrons are handled by the separate core solver, and the LAPW basis is meant for the valence electrons. When I lower $E_l$ from the valence band towards the semicore level, the total energy keeps falling. Is the lower energy a sign of a better parameter? If not, what has happened to the variational principle, and is there a setting in which the minimization is legitimate?

\section*{Answer}

The lower energy is not a sign of a better parameter. The variational principle still holds, but it bounds the lowest eigenvalue of your basis by the lowest state of that symmetry, not by the valence level. That state is the semicore state if the semicore shell is the lowest shell of that $l$, as in the model below, and a deeper core state otherwise. Nothing in the setup tells the valence basis that the semicore state is already occupied. When it is the only state below the valence level, the minimization becomes legitimate once the trial functions are kept orthogonal to it, or once it is included in the same diagonalization and both levels are counted; deeper states of the same symmetry need the same treatment. A model with two shells shows each of these points.

\subsection*{A model with two shells}

I use Hartree atomic units and a fixed potential without electron--electron interaction. The total energy is then a sum of occupied eigenvalues, with no double-counting terms. There is one coordinate $x$, and
\begin{equation}
H=-\frac12\frac{d^2}{dx^2}+V(x),\qquad
V=\begin{cases}-V_0,&0<x<R\\ 0,&R<x<S.\end{cases}
\end{equation}
The region $x<R$ is the sphere and the rest is the interstitial. The boundary conditions $P(0)=0$, $P'(S)=0$ describe states of a one-dimensional crystal that are odd about the atom and lie at the zone boundary.

Inside, the solution that vanishes at the origin is $\sin kx$ with $k=\sqrt{2(E+V_0)}$. Outside, for $E<0$, the equation is $P''=q^2P$ with $q=\sqrt{-2E}$, and $P'(S)=0$ selects $\cosh q(S-x)$. Equating the logarithmic derivatives at $R$ gives
\begin{equation}
k\cot kR=-q\tanh q(S-R).
\end{equation}
For $R=2.5$ bohr, $S=3.5$ bohr and $V_0=2.3$ hartree there are two levels below zero: the semicore level $e_c=-1.75405$ and the valence level $e_v=-0.32085$ hartree. Their distance is $\Delta=e_v-e_c=1.43319$ hartree, or 39.00 eV. I call the normalized eigenfunctions $c$ and $v$. The next level lies at about $1.06$ hartree.

\subsection*{The LAPW basis}

Inside the sphere take $u=\sin kx$ at $E=E_l$. Since $dk/dE=1/k$, its energy derivative is $\dot u=x\cos(kx)/k$. Differentiating $(H-E)u=0$ with respect to $E$ gives $(H-E)\dot u=u$, that is,
\begin{equation}
u''=-k^2u,\qquad \dot u''=-k^2\dot u-2u .
\end{equation}
An outside function $f$ is continued inward as $Au+B\dot u$, with value and slope matched at $R$:
\begin{equation}
Au+B\dot u=f,\qquad Au'+B\dot u'=f' .
\end{equation}
With $W=u\dot u'-u'\dot u$ the solution is
\begin{equation}
A=\frac{f\dot u'-f'\dot u}{W},\qquad B=\frac{uf'-u'f}{W}.
\end{equation}
The determinant cannot vanish. Its derivative is $u\dot u''-u''\dot u=-2u^2$, and $W(0)=0$, so $W(R)=-2\int_0^Ru^2dx<0$.

For the outside functions I use six Legendre polynomials of even order in $(S-x)/(S-R)$ instead of plane waves. Even order ensures $P'(S)=0$. This changes the interstitial expansion, not the role of $E_l$. Let $w_1(E_l)$ be the lowest eigenvalue in this basis.

\subsection*{Why the basis is not orthogonal to the semicore state}

Let $u$ belong to energy $E$ and $c$ to $e_c$. Inside the sphere, where both obey the same differential equation with their own energies,
\begin{align}
(E-e_c)\int_0^R c\,u\,dx
&=\int_0^R\left[c\,(Hu)-u\,(Hc)\right]dx\\
&=-\frac12\int_0^R(c\,u''-u\,c'')\,dx
=-\frac12\left[c\,u'-u\,c'\right]_0^R .
\end{align}
The potential terms cancel in the second line, and $c\,u''-u\,c''$ is the derivative of $c\,u'-u\,c'$. The lower limit contributes nothing because both functions vanish there. Hence
\begin{equation}
\int_0^R c\,u\,dx=\frac{u(R)c'(R)-c(R)u'(R)}{2(E-e_c)} .
\label{green}
\end{equation}
The overlap is controlled by the value and slope of the core function at the sphere boundary.

For $E=e_v$ the numbers can be followed by hand, with $c$ scaled to $\sin k_cx$ inside. The wave numbers are $k_c=\sqrt{2(2.3-1.75405)}=1.0449$ and $k_v=\sqrt{2(2.3-0.32085)}=1.9896$. They give $c(R)=0.505$, $c'(R)=-0.902$, $u(R)=-0.966$ and $u'(R)=0.514$, so
\begin{equation}
\int_0^Rc\,u\,dx=\frac{(-0.966)(-0.902)-(0.505)(0.514)}{2(1.433)}\approx0.213 .
\end{equation}
The norms follow from $\int_0^R\sin^2kx\,dx=R/2-\sin(2kR)/(4k)$, which is $1.459$ for $c$ and $1.313$ for $u$. The normalized overlap is $0.213/\sqrt{1.459\times1.313}\approx0.154$. This is not small, although about 95\% of the semicore density lies inside the sphere. It is the overlap inside the sphere only. For the exact valence function $v$ the interstitial part cancels the sphere part, and the total overlap with $c$ is zero. Other functions of the basis have different interstitial parts, and nothing enforces this cancellation for them.

The opposite limit is a core state with $c(R)=c'(R)=0$. Equation~\eqref{green} then gives zero overlap for every $E\ne e_c$, and differentiating with respect to $E$ gives zero overlap with $\dot u$ as well. The valence basis would be orthogonal to the core without any further measure. A nonzero solution of the differential equation cannot satisfy both conditions exactly. In an atom, a deep core state comes close to them because it decays well inside the sphere, and a semicore state does not. The square well differs in this respect: the slope at $R$ of a normalized level does not vanish, however deep the level lies. Even near the limit, the case $E_l=e_c$ stays dangerous, because there $u$ is the core function itself.

\subsection*{What the variational principle bounds}

Expand a normalized trial function in the exact eigenstates, with weights $p_n=|\langle n|\psi\rangle|^2$ and $\sum_np_n=1$. Subtracting and adding $e_v$ gives
\begin{align}
\langle\psi|H|\psi\rangle
&=e_v+\sum_n(e_n-e_v)p_n\\
&=e_v-\Delta\,p_c+\sum_{n>v}(e_n-e_v)p_n ,
\label{sumrule}
\end{align}
where the valence term has dropped out. Core admixture lowers the energy and admixture of higher states raises it. The bound $\langle H\rangle\ge e_v$ follows if $p_c=0$. Without that condition one has
\begin{equation}
\langle\psi|H|\psi\rangle=e_c+\sum_n(e_n-e_c)p_n\ge e_c .
\end{equation}

Keep the two shells alone and write $\psi=\cos\theta\,v+\sin\theta\,c$. Then
\begin{equation}
E(\theta)=e_v-\Delta\sin^2\theta,\qquad
\frac{dE}{d\theta}=-\Delta\sin2\theta,\qquad
\frac{d^2E}{d\theta^2}=-2\Delta\cos2\theta .
\label{twoshell}
\end{equation}
The pure valence state, $\theta=0$, is stationary with curvature $-2\Delta$: it is a maximum. The pure semicore state, $\theta=\pi/2$, has curvature $+2\Delta$: it is the minimum. A minimization over $\theta$ is therefore driven towards the semicore state. The energy parameter changes the mixing only indirectly, and the scan below shows where lowering it leads.

In the LAPW basis this end point is available. At $E_l=e_c$ the choice $A=1$, $B=0$ reproduces $c$ inside the sphere, and the polynomials reproduce its smooth tail outside. So $w_1$ reaches its lower bound $e_c$ there, up to the small error of the outside expansion.

\subsection*{The scan}

Let $s=(E_l-e_c)/\Delta$, so that $s=0$ is the semicore level and $s=1$ the valence level. The last column, $w_1^{\perp}$, is the lowest eigenvalue when the trial functions are constrained to be orthogonal to $c$. Energies are in hartree.

\begin{center}
\begin{tabular}{rrrr}
$s$ & $w_1$ & $p_c$ & $w_1^{\perp}$\\
\hline
$-0.2$ & $-1.7531$ & $0.9996$ & $0.1459$\\
$0.0$ & $-1.7540$ & $1.0000$ & $0.0115$\\
$0.4$ & $-1.7034$ & $0.9875$ & $-0.2267$\\
$0.7$ & $-1.0601$ & $0.8512$ & $-0.3105$\\
$0.8$ & $-0.5386$ & $0.7066$ & $-0.3184$\\
$0.9$ & $-0.3212$ & $0.0007$ & $-0.3207$\\
$1.0$ & $-0.3209$ & $0.0000$ & $-0.3209$\\
$1.2$ & $-0.3215$ & $0.0006$ & $-0.3157$
\end{tabular}
\end{center}

Going down from $s=1$, $w_1$ falls steadily until it reaches $e_c$ at $s=0$, and it rises again below. A bounded numerical minimization over $e_c-0.2\le E_l\le e_v-0.02$ hartree ends at $E_l=-1.754$ hartree, the semicore level.

At $s=0.7$ the eigenvalue $-1.060$ hartree belongs to no exact state. It is $0.74$ hartree below the valence level and $0.69$ hartree above the semicore level. This is a ghost level: the basis describes the semicore state badly, but well enough to produce an eigenvalue below the valence state. Equation~\eqref{sumrule} accounts for it:
\begin{equation}
-0.3209-1.2199+0.4806=-1.0602\ \text{hartree},
\end{equation}
which agrees with $w_1$ to within the rounding and the finite set of upper states used. The second term is $-\Delta p_c$ and the third comes from the upper levels. Without the third term, the two-shell formula would give $-1.541$ hartree. The two-shell picture thus explains the direction of the slide, but it is not a quantitative theory of the ghost energy. The ghost energy also depends on the outside expansion: with more than six polynomials, $w_1$ at $s=0.7$ and $s=0.8$ drops further, by several hundredths of a hartree, while the valence level at $s=1$ stays in place.

Between $s=0.9$ and $s=0.8$ the core weight jumps from below $0.001$ to $0.71$. The scan lists the lowest level alone and does not show how this change of character comes about.

\subsection*{Close to the correct parameter}

One might hope that a search started at the valence level would stay there. Let $d=E_l-e_v$. Inside the sphere the valence function is, up to normalization,
\begin{equation}
u(e_v)=u(E_l)-d\,\dot u(E_l)+\frac{d^2}{2}\ddot u(E_l)+O(d^3).
\end{equation}
The basis contains the first two terms. With a sufficiently flexible outside expansion, the trial space therefore contains a function $\tilde\psi=v+\chi$ with $\chi=O(d^2)$. Because $(H-e_v)v=0$,
\begin{equation}
\langle\tilde\psi|H-e_v|\tilde\psi\rangle=\langle\chi|H-e_v|\chi\rangle
=-\Delta|\langle c|\chi\rangle|^2+\sum_{n>v}(e_n-e_v)|\langle n|\chi\rangle|^2 ,
\end{equation}
which is $O(d^4)$. For another trial function $t$ the coupling $\langle t|H-e_v|\tilde\psi\rangle=\langle t|H-e_v|\chi\rangle$ is $O(d^2)$. If the other trial levels are well separated from $e_v$, second-order perturbation theory turns this coupling into a further shift of order $d^4$, which is downward when those levels lie above $e_v$.

The valence level is thus a stationary point with a fourth-order energy error, and the sign of that error is not fixed. In this model it is negative on both sides: for $d=-0.1$ hartree $w_1$ changes by $-55$ microhartree, and for $d=+0.1$ hartree by $-19$ microhartree. These values belong to the six-polynomial basis; with a complete outside expansion they become about $-64$ and $-20$ microhartree, with the same signs. The correct parameter sits at a local maximum of the energy, so a minimizer leaves it in either direction. Downwards the path leads to the semicore level. Upwards it ends in a shallow local minimum near $s=1.6$, about $9$ millihartree below $e_v$ (about $10$ with a complete outside expansion), which is not a better parameter either.

The two changes differ because of odd orders, beginning with $d^5$, which cancel in their sum. Halving $|d|$ reduces that sum by a factor of $19.1$, where a pure fourth-order law would give 16. If the sum is written as $a d^4(1+r)$ with $r\propto d^2$, the factor is $16(1+r)/(1+r/4)$, and $19.1$ corresponds to $r\approx0.28$. Two further halvings give $16.7$ and $16.2$, approaching 16. A sixth-order term alone would give $16.8$ for the first of them, so at $|d|=0.1$ hartree the sixth order carries most of the excess and higher even orders supply the rest.

\subsection*{What the total energy then means}

Put two electrons in each orbital. The core solver contributes $2e_c$ and the LAPW calculation $2w_1$. The correct energy of the four electrons is
\begin{equation}
2e_c+2e_v=2(-1.75405)+2(-0.32085)=-4.1498\ \text{hartree}.
\end{equation}
The minimized expression is
\begin{equation}
2e_c+2w_1\to4e_c=4(-1.75405)=-7.0162\ \text{hartree}.
\end{equation}
The apparent gain is $2\Delta=2.866$ hartree, or 78.0 eV. It comes from placing four electrons in one spatial orbital that can hold two. The Pauli principle is violated because the two sets of orbitals were computed separately and their orthogonality was never imposed.

In a self-consistent calculation the duplicated semicore charge would also change the potential, so these numbers do not carry over. The missing constraint does: for the potential of any given iteration, the lowest valence eigenvalue is still bounded only by the lowest core level of that symmetry, not by the valence level.

\subsection*{Two settings in which minimization works}

\textbf{Orthogonality to the core.} If every trial function satisfies $\langle c|\psi\rangle=0$, then $p_c=0$ in Eq.~\eqref{sumrule} and $w_1^{\perp}\ge e_v$. At $E_l=e_v$ the trial space contains $v$, which is orthogonal to $c$, so the bound is reached up to the error of the outside expansion. The last column of the table shows this minimum. The same column rises to $0.0115$ hartree at $s=0$ (to about zero with 24 polynomials, still $0.32$ hartree above $e_v$): once the core function is forbidden, a parameter at the semicore level is a poor choice, as it should be.

\textbf{A semicore local orbital.} Add the function
\begin{equation}
\phi=u(e_c)+a\,u(E_l)+b\,\dot u(E_l)\quad(x<R),\qquad \phi=0\quad(x>R),
\end{equation}
with $a$ and $b$ chosen so that $\phi(R)=\phi'(R)=0$. Now remove the semicore shell from the core solver and occupy the two lowest levels $w_1$ and $w_2$ of one diagonalization. For their orthonormal eigenfunctions let $P_n=|\langle n|\psi_1\rangle|^2+|\langle n|\psi_2\rangle|^2$. Then $\sum_nP_n=2$, and Bessel's inequality gives $P_n\le1$. Hence
\begin{align}
w_1+w_2&=2e_v+\sum_n(e_n-e_v)P_n
=2e_v-\Delta P_c+\sum_{n>v}(e_n-e_v)P_n,\\
w_1+w_2-(e_c+e_v)&=\Delta(1-P_c)+\sum_{n>v}(e_n-e_v)P_n\ge0 .
\end{align}
The second line uses $2e_v-(e_c+e_v)=\Delta$. The condition $P_c\le1$ is the Pauli principle at work: the semicore orbital can be counted once, not twice.

The local orbital supplies $c$ for any $E_l\neq e_c$, and $E_l=e_v$ supplies $v$, so the minimum is at the valence level. The excess over $e_c+e_v$ is $2.61$ millihartree at $s=0.4$, $0.05$ at $s=0.8$, zero to the printed digits at $s=1$, and $0.07$ at $s=1.2$. With 24 outside polynomials the value at $s=0.4$ falls to $2.44$ millihartree. At $s=0$ the construction degenerates, because $u(E_l)$ and $u(e_c)$ coincide and $\phi$ vanishes.

\subsection*{What to do in your calculation}

Place $E_l$ by the energy of the valence band itself, for instance near the centre of its occupied part, and treat the semicore shell with a local orbital in the same diagonalization. The fourth-order error makes the result insensitive to small displacements of $E_l$. With the local orbital, moving $E_l$ by $0.2\Delta$, about $0.29$ hartree, raises $w_1+w_2$ by less than $0.1$ millihartree in this model, and the four-electron energy, which is twice that sum, by at most $0.15$ millihartree. There is then little to gain from an optimization. It does no harm in this model, which has no deeper state. If your atom has deeper core states of the same $l$, the sum of the two levels is no longer bounded by $e_c+e_v$, so do not minimize over $E_l$ unless the trial functions are kept orthogonal to those states.

If the semicore shell must stay in the core solver, do not use the energy to judge $E_l$. Look at the core weight of the occupied valence states, and at the response of the eigenvalues to a change of $E_l$. A level that responds strongly and carries a large core weight is a ghost and not a band: $w_1$ moves by $0.52$ hartree between $s=0.8$ and $s=0.7$, with $p_c$ above $0.7$. A weak response does not clear a level with a large core weight: near $s=0$ the lowest level hardly moves, yet it is the semicore state itself. A strong response alone is not proof, since $w_1^{\perp}$, which has no core weight, also moves by about $0.1$ hartree between $s=0.4$ and $s=0.2$, where $E_l$ is far from the valence level. The same caution applies to any other shell left in the core solver whose value and slope at the sphere boundary are not negligible. The full scan is in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
sphere radius R = 2.5 bohr, cell edge S = 3.5 bohr
well depth V0 = 2.3 hartree, outside polynomials = 6
semicore level e_c = -1.754046 hartree
valence level e_v = -0.320852 hartree
gap e_v - e_c = 1.433194 hartree = 39.00 eV
third level (sine basis) = 1.0622 hartree
semicore weight outside sphere = 0.0498
valence weight outside sphere = 0.3303
normalized sphere overlap <c|u(e_v)> = 0.15422
Scan, energies in hartree; fraction = (E_l - e_c)/(e_v - e_c)
fraction   E_l       w1        core weight  projected w1
 -0.2   -2.04068   -1.75307    0.99961     0.145949
  0.0   -1.75405   -1.75405    1.00000     0.011520
  0.2   -1.46741   -1.75187    0.99935    -0.119098
  0.4   -1.18077   -1.70344    0.98753    -0.226661
  0.6   -0.89413   -1.41105    0.92599    -0.293637
  0.7   -0.75081   -1.06012    0.85121    -0.310468
  0.8   -0.60749   -0.53859    0.70659    -0.318381
  0.9   -0.46417   -0.32120    0.00072    -0.320666
  1.0   -0.32085   -0.32085    0.00000    -0.320852
  1.1   -0.17753   -0.32092    0.00006    -0.320583
  1.2   -0.03421   -0.32152    0.00059    -0.315693
With semicore local orbital: (w1 + w2) - (e_c + e_v)
fraction 0.2: excess = 6.70980 millihartree
fraction 0.4: excess = 2.60834 millihartree
fraction 0.6: excess = 0.63479 millihartree
fraction 0.8: excess = 0.04898 millihartree
fraction 1.0: excess = -0.00000 millihartree
fraction 1.2: excess = 0.07484 millihartree
Sum rule at fraction 0.7: w1 = -1.06012 hartree
  lowering by core weight = 1.21994 hartree
  raising by upper levels = 0.48064 hartree
  two-shell estimate e_v - lowering = -1.54079 hartree
w1 change at E_l = e_v - 0.1 hartree: -54.99 microhartree
w1 change at E_l = e_v + 0.1 hartree: -18.71 microhartree
two-sided change, full shift / half shift = 19.10
minimizer ends at E_l = -1.7540 hartree
  with w1 = -1.754046 hartree
true four-electron energy = -4.14980 hartree
naive minimized energy = -7.01618 hartree
false gain = 2.86639 hartree = 78.00 eV
\end{verbatim}
